# Phonon Mean Free Path and Impact Ionization between 300 and 500 K

## Question

An electron in a gallium nitride power device is accelerated by a field close to breakdown. It loses energy mainly to optical phonons and, on reaching a threshold energy, creates an electron–hole pair by impact ionization. Two lengths must be kept apart:

- \(\lambda\), the mean path travelled between collisions with optical phonons;
- \(1/\alpha\), the mean distance advanced along the field between ionizing events, where \(\alpha\) is the ionization coefficient.

The simulation in part (d) takes \(\lambda\) as an input and delivers \(\alpha\). The Crowell–Sze law describes how \(\lambda\), not \(1/\alpha\), depends on the lattice temperature \(T\).

Use these illustrative parameters: phonon energy \(E_p=92\) meV, field 3 MV/cm, ionization threshold \(E_i=4\) eV, and phonon path \(\lambda_0=1.2\) nm at \(T=0\). The force on the electron has magnitude \(F=0.30\) eV/nm.

**(a)** Derive the Crowell–Sze law \(\lambda(T)=\lambda_0\tanh(E_p/2kT)\), stating the assumptions.

**(b)** Find the mean net energy lost per collision, and the mean net energy lost per unit length of path. How does each depend on temperature?

**(c)** Show that heating from 300 to 500 K shortens \(\lambda\) by about 17 percent. Compare this with the low- and high-temperature limits of the law.

**(d)** A Monte Carlo simulation of the electron's motion gives \(1/\alpha=725\pm21\) nm at 300 K and \(1839\pm98\) nm at 500 K (standard errors). Two further runs start from the 300 K case and change one input to its 500 K value. Changing \(\lambda\) alone multiplies \(1/\alpha\) by \(7.84\pm0.74\); changing the phonon number alone multiplies it by \(0.47\pm0.02\). Interpret these results. Does the distance between ionizing events shorten too?

**(e)** Estimate how far some of the neglected effects move the answer to (c) or (d), and name important ones that remain unsized.

## Model answers

### (a) The tanh law

Take a single phonon energy \(E_p\), the same for all wave vectors, and modes in equilibrium at the lattice temperature. The electron couples linearly to the displacement of each mode, which is proportional to \(a+a^\dagger\). To lowest order in the coupling, each collision emits or absorbs one phonon. Collisions are treated as separate events with sharp electron energies before and after. For an electron of speed \(v\) this requires \(\hbar v/\lambda\ll E_p\), a condition examined in part (e).

For a mode holding \(n\) phonons, the squared matrix elements follow from the norms of \(a^\dagger|n\rangle\) and \(a|n\rangle\):

\[
|\langle n+1|a^\dagger|n\rangle|^2=\langle n|aa^\dagger|n\rangle=n+1,\qquad
|\langle n-1|a|n\rangle|^2=\langle n|a^\dagger a|n\rangle=n .
\]

The first belongs to emission, the second to absorption. Both are linear in \(n\), so thermal averaging replaces \(n\) by its mean \(N\). With \(x=E_p/kT\), the partition function is a geometric series, \(Z=\sum_n e^{-nx}=1/(1-e^{-x})\). Differentiating \(\ln Z\) brings down a factor \(-n\), hence

\[
N=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^{x}-1}.
\]

By the golden rule, each rate also contains the density of final electron states, at energy \(E-E_p\) after emission and \(E+E_p\) after absorption. For \(E\gg E_p\) both are close to the density at \(E\). Taking the coupling strength to be the same for both processes as well, the total collision rate is

\[
W(T)=W_0\,[(N+1)+N]=W_0\,(2N+1),
\]

where \(W_0\) is the rate at \(T=0\), when spontaneous emission alone remains. The bracket simplifies on inserting \(N\) and then multiplying numerator and denominator by \(e^{-x/2}\):

\[
2N+1=\frac{2+(e^x-1)}{e^x-1}=\frac{e^x+1}{e^x-1}
=\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac{x}{2}.
\]

An electron of speed \(v\) has mean free path \(v/W\). If \(v\) and \(W_0\) at a given energy do not change with temperature, then

\[
\lambda(T)=\frac{v}{W_0(2N+1)}=\frac{\lambda_0}{2N+1}=\lambda_0\tanh\frac{E_p}{2kT},
\qquad \lambda_0=\frac{v}{W_0}.
\]

In a parabolic band the density of states and the speed both grow as \(\sqrt E\). If the squared coupling is independent of wave vector, \(W_0\) is proportional to \(v\), and \(\lambda_0\) is then independent of energy as well. Part (d) uses this simplification.

### (b) Energy loss

A collision is an emission with probability \((N+1)/(2N+1)\) and an absorption with probability \(N/(2N+1)\). Emission costs the electron \(E_p\); absorption returns the same amount. The mean net loss per collision is therefore

\[
\langle\Delta E\rangle=E_p\,\frac{(N+1)-N}{2N+1}=\frac{E_p}{2N+1}=E_p\tanh\frac{E_p}{2kT}.
\]

It falls on heating because absorption becomes more frequent. There is on average one collision per length \(\lambda\), so the net loss per unit path is

\[
\frac{\langle\Delta E\rangle}{\lambda}
=\frac{E_p\tanh(E_p/2kT)}{\lambda_0\tanh(E_p/2kT)}=\frac{E_p}{\lambda_0}
=\frac{92\ \text{meV}}{1.2\ \text{nm}}=76.7\ \text{meV/nm}.
\]

Within the approximations of part (a), this is independent of temperature. Stimulated emission and absorption both grow in proportion to \(N\), and their energy exchanges cancel on average; spontaneous emission is left. Their effects on the direction of motion do not cancel, since either process deflects the electron.

### (c) The shortening

The unknown \(\lambda_0\) cancels from the ratio of the two paths. The thermal energies are \(kT=25.852\) meV at 300 K and 43.087 meV at 500 K, so

\[
\frac{E_p}{2kT}=\frac{92}{2(25.852)}=1.7794
\quad\text{and}\quad
\frac{92}{2(43.087)}=1.0676 .
\]

The corresponding hyperbolic tangents are 0.9446 and 0.7886. Hence

\[
\frac{\lambda(500\ \text{K})}{\lambda(300\ \text{K})}=\frac{0.7886}{0.9446}=0.835,
\qquad 1-0.835=0.165 .
\]

The phonon mean free path shortens by 16.5 percent of its 300 K value, or about 17 percent. With \(\lambda_0=1.2\) nm it falls from 1.134 to 0.946 nm. The net loss per collision falls by the same factor, from 86.9 to 72.5 meV.

The factors can be tested without using the formula for \(N\). The oscillator Hamiltonian was diagonalized on a grid, and the squared matrix elements of its coordinate were summed with Boltzmann weights. This gave path factors of 0.9446 and 0.7885, and a shortening of 16.52 percent.

**High temperature.** For \(kT\gg E_p\), \(\tanh y\approx y\), and \(\lambda\approx\lambda_0E_p/2kT\). The path would then vary as \(1/T\) and shorten by \(1-300/500=40\) percent. This limit does not apply here: at 500 K it would replace 0.7886 by 1.0676, making the path longer than at absolute zero.

**Low temperature.** With \(y=E_p/2kT\) large,

\[
\tanh y=\frac{1-e^{-2y}}{1+e^{-2y}}\approx(1-e^{-2y})(1-e^{-2y})\approx1-2e^{-2y},
\]

so \(\lambda\) approaches \(\lambda_0\) and heating has little effect. At 300 K this form gives 0.943, close to the full value.

The phonon numbers show why the actual change is modest. On heating, \(N\) rises from 0.0293 to 0.1341, more than a factor of four. The collision rate, however, depends on \(2N+1\), in which the constant 1 from spontaneous emission still dominates. The rate rises by a factor \(1/0.835=1.20\).

### (d) The distance between ionizing events

The simulation assumes a parabolic band, a uniform field, isotropic scattering and an energy-independent \(\lambda\). An emission that would make the kinetic energy negative is refused. An electron ionizes as soon as it reaches \(E_i\), then starts again from rest. The mass sets the time scale but cancels from the distances.

The answer to the question is no. Although \(\lambda\) shortens, \(1/\alpha\) grows by a factor

\[
\frac{1839}{725}=2.54,
\]

with a standard error of 0.15. Equivalently, \(\alpha\) falls from \(1.38\times10^4\) to \(5.4\times10^3\) cm\(^{-1}\) at the same field. The statement proved in (c) is therefore true of the phonon path and, in this example, false of the ionization distance.

The two further runs separate the competing effects. With \(\lambda\) alone shortened, the electron is deflected more often and also loses more energy per unit path, since the loss per collision is held at its 300 K value. Ionization becomes much rarer. With the phonon number alone raised, each collision costs less energy at an unchanged collision spacing, and \(1/\alpha\) is roughly halved. The separate factors need not multiply to the joint one: their product is \(7.84\times0.47=3.7\), uncertain by about 0.4, not 2.54.

When both inputs change, part (b) shows that the mean loss per unit path is the same as before, apart from the refused emissions at low energy. What remains is more frequent deflection, which hinders the gain of energy from the field, and a larger random spread in the energy exchanged, since absorptions are more common. The simulated increase of \(1/\alpha\) shows that the hindrance wins for these parameters. If the spread is removed, by letting every collision cost exactly the mean loss, the growth factor rises to about 3.0. Its size depends strongly on the assumed path: with \(\lambda_0=4\) nm the same model gives only about 1.05. The tanh law by itself does not settle the sign.

An energy balance shows how much scattering lies between ionizing events. At 300 K the field does work \(0.30\times725\approx218\) eV per event. Of this, 4 eV reaches the threshold and about 214 eV goes to the lattice. At 86.9 meV per collision, that is roughly 2500 collisions.

One might instead picture ionization by electrons that escape collisions altogether. Starting from rest, such an electron moves straight along the field for a length \(E_i/F=4/0.30=13.3\) nm. The chance of surviving a path \(s\) obeys \(dP/ds=-P/\lambda\), so

\[
P=e^{-E_i/(F\lambda)} .
\]

At 300 K this is \(7.8\times10^{-6}\), or about \(1.0\times10^{-5}\) if refused emissions are not counted as collisions: flights from rest contribute negligibly. In this model the last free flight before ionization starts on average near 3.2 eV, and below 1 eV in only about 1 percent of events. The same law tests the simulation's treatment of free flights. For a test path of 6.67 nm, half the straight length, it predicts \(e^{-2}=0.1353\); the simulated fraction was 0.1334, with refused emissions counted as collisions.

### (e) Neglected effects

**Final states.** In a parabolic band the densities after emission and absorption, relative to that at \(E\), are \(\sqrt{1-E_p/E}\) and \(\sqrt{1+E_p/E}\). Thus

\[
\lambda\propto\left[(N+1)\sqrt{1-\frac{E_p}{E}}+N\sqrt{1+\frac{E_p}{E}}\,\right]^{-1}.
\]

At \(E=1\) eV the shortening becomes 17.1 percent instead of 16.5. This sizes the effect on \(\lambda\) only; the effect on \(1/\alpha\) is not sized here and need not be as small.

**Other scattering.** Suppose 20 percent of the collision rate at 300 K comes from acoustic phonons. Their energies are taken to be well below \(kT\), so their numbers, and this part of the rate, grow in proportion to \(T\). The total rate is multiplied by

\[
0.8\times1.198+0.2\times\frac{500}{300}=1.292,
\]

and the path shortens by \(1-1/1.292=22.6\) percent. The assumption is marginal for hot electrons: at 1 eV, with mass 0.2 and a sound speed of 8 km/s, backscattering needs a phonon of about 24 meV, and for that energy the shortening would be 21.7 percent. If the same share is instead independent of temperature, as for scattering by fixed disorder, the multiplier is \(0.8\times1.198+0.2=1.158\), and the shortening is 13.7 percent.

**Hot phonons.** Energetic electrons can emit phonons faster than these decay. If the optical modes are 50 K hotter than the lattice at 500 K, but not at 300 K, the shortening is 20.7 percent.

**Gap narrowing.** The gap shrinks on heating, here by an assumed 0.10 eV, and the threshold is taken to fall by the same amount. A further simulation at 500 K with a threshold of 3.5 eV supplies the slope of \(\ln(1/\alpha)\) with threshold. Interpolation gives a factor 0.82 on the 500 K distance. The growth of \(1/\alpha\) is reduced from 2.54 to \(2.54\times0.82=2.08\), but not reversed.

**Tunnelling.** Electrons could also cross the gap \(E_g\) without impact ionization. For a triangular barrier the tunnelling exponent is

\[
\frac{2}{\hbar}\int_0^{E_g/F}\!\sqrt{2m(E_g-Fz)}\,dz
=\frac{4\sqrt{2m}\,E_g^{3/2}}{3\hbar F}.
\]

With \(E_g=3.4\) eV and \(m=0.2\) electron masses it is 63.8. The factor \(e^{-63.8}\) is about \(2\times10^{-28}\). This barrier takes account of one band only. In a symmetric two-band model, with the same mass at both band edges, \(E_g-Fz\) is replaced by \((E_g-Fz)Fz/E_g\). The exponent is then multiplied by \(3\pi/16\), which gives about 38 and a factor of order \(10^{-17}\). On either estimate direct tunnelling across a perfect crystal is strongly suppressed at this field. The resulting current is not computed here, so it cannot be compared with the leakage of a device; tunnelling through defects is not covered either.

**The real device.** The phonon energy, gap and field are in the usual range for gallium nitride, while \(\lambda_0\) and \(E_i\) are effective parameters of the model. The condition for separate collisions is not met with these values. For a mass of 0.2 electron masses, an electron of 1 eV has \(v=1.33\times10^6\) m/s, and a path of 1.134 nm gives \(\hbar v/\lambda\approx0.77\) eV, far above \(E_p\). With this path the golden rule is not justified, and the tanh law serves as a model for an effective path, not as a result derived for gallium nitride. The size of the failure comes from the short \(\lambda_0\) chosen. Polar optical scattering alone, in a parabolic band with the same mass and dielectric constants 5.35 and 9.5, gives a path near 18 nm at 1 eV and \(\hbar v/\lambda\approx0.05\) eV, about half of \(E_p\); that path shortens by 16.7 percent. Real bands are not parabolic up to 4 eV, polar scattering favours small deflections, \(\lambda\) varies with energy, and the threshold is not sharp. These effects are not sized here, so the values of \(\alpha\) are model values, not predictions for a device. The field also varies through a real junction, and holes need their own parameters. For the sizes assumed above, the largest change in the phonon-path result comes from the acoustic share, which raises the shortening to about 23 percent; an equal share independent of temperature lowers it to about 14 percent. The figure of 17 percent thus belongs to scattering by 92 meV phonons alone, in equilibrium with the lattice.

## Computed results

```
Phonon energy: 92 meV
Field: 3.0 MV/cm; force: 0.30 eV/nm
Ionization threshold: 4.0 eV
Zero-temperature phonon path: 1.20 nm
--- Lattice temperature: 300 K
Thermal energy kT: 25.852 meV
Ep/(2kT): 1.7794
Mean phonon number N: 0.0293
tanh factor, formula: 0.9446
tanh factor, oscillator grid: 0.9446
Phonon mean free path: 1.134 nm
Net loss per collision: 86.9 meV
Ionization distance 1/alpha: 725 nm (std. error 21 nm)
Ionization coefficient alpha: 1.38e+04 1/cm
--- Lattice temperature: 500 K
Thermal energy kT: 43.087 meV
Ep/(2kT): 1.0676
Mean phonon number N: 0.1341
tanh factor, formula: 0.7886
tanh factor, oscillator grid: 0.7885
Phonon mean free path: 0.946 nm
Net loss per collision: 72.5 meV
Ionization distance 1/alpha: 1839 nm (std. error 98 nm)
Ionization coefficient alpha: 5.44e+03 1/cm
--- Comparison of 500 K with 300 K
Path ratio: 0.8348
Path shortening, formula: 16.52 %
Path shortening, oscillator grid: 16.52 %
Classical 1/T shortening: 40.0 %
Net loss per unit path Ep/path0: 76.7 meV/nm
1/alpha ratio, both changes: 2.54 (std. error 0.15)
1/alpha ratio, shorter path only: 7.84 (std. error 0.74)
1/alpha ratio, phonon number only: 0.47 (std. error 0.02)
--- Sampler test
Test path: 6.67 nm; straight flight: 13.33 nm
Collisionless fraction, simulated: 0.1334
Collisionless fraction, law: 0.1353
Same law at 300 K example path: 7.8e-06
--- Neglected effects
Shortening with final-state densities at 1 eV: 17.1 %
Shortening with 20 % acoustic share: 22.6 %
Shortening with 20 % constant share: 13.7 %
Shortening with phonons 50 K hotter at 500 K: 20.7 %
Assumed gap narrowing: 0.10 eV
Factor on 500 K 1/alpha from narrowing: 0.82
1/alpha ratio with narrowing: 2.08
Tunnelling inputs: gap 3.4 eV, mass 0.2 m_e
Tunnelling exponent: 63.8
```
